# Optical-phonon emission when the second subband of a well opens: test program

```python
"""
Result under test: an electron in subband 1 of an infinite well emits phonons
of fixed energy with wave-vector-independent coupling. When subband 2 opens,
the emission rate rises by 2/3, because F12/F11 = (1/L)/(3/(2L)).
F1n = integral of xi_1^2 xi_n^2 dz, L = well width, xi_n = envelope function.
Rate per open channel: m D^2 (N+1) F1n / (2 rho omega hbar^2), where m is the
in-plane mass, D the coupling, N the phonon number, rho the mass density.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

hbar, qe, m0 = const.hbar, const.e, const.m_e
HB2 = hbar**2 / (m0 * qe) * 1e18          # hbar^2/m0 in eV nm^2
kT = const.k * 300.0 / qe

# Rough typical silicon parameters and chosen film width
L = 6.0
m_long, m_trans = 0.92, 0.19
phonon = 0.062
D_eV_cm = 11e8
rho = 2330.0
N_ph = 1 / np.expm1(phonon / kT)


def well_states(width, mass, field=0.0, points=600, count=5):
    """Finite-difference states; field is the potential slope in eV/nm."""
    h = width / (points + 1)
    z = h * np.arange(1, points + 1)
    t = HB2 / (2 * mass * h**2)
    energy, vec = eigh_tridiagonal(2 * t + field * (z - width / 2),
                                   -t * np.ones(points - 1),
                                   select='i', select_range=(0, count - 1))
    return z, h, energy, vec / np.sqrt(h)


def level(n, width=L, mass=m_long):
    return HB2 * (np.pi * n / width)**2 / (2 * mass)


def channel_rate(F, D=D_eV_cm, mass=m_trans, quantum=phonon):
    """Closed rate in 1/s for one final valley; F in 1/nm."""
    occupation = 1 / np.expm1(quantum / kT)
    omega = quantum * qe / hbar
    return (mass * m0 * (D * 100 * qe)**2 * (occupation + 1) * F * 1e9
            / (2 * rho * omega * hbar**2))


# Overlaps by quadrature over the perpendicular phonon wave vector
z, h, E_num, xi = well_states(L, m_long)
q = np.linspace(-40 * np.pi / L, 40 * np.pi / L, 4001)
dq = q[1] - q[0]
phase = np.exp(1j * np.outer(q, z))
strength = [np.abs(phase @ (xi[:, 0] * xi[:, n]) * h)**2 for n in range(5)]
F_q = np.array([s.sum() * dq / (2 * np.pi) for s in strength])
F_formula = np.array([1.5 / L] + [1 / L] * 4)
assert np.allclose(F_q, F_formula, rtol=1e-4)
assert np.allclose(E_num, [level(n) for n in range(1, 6)], rtol=1e-4)

# The same overlaps from phonon modes confined to the well
modes = np.array([np.sqrt(2 / L) * np.sin(p * np.pi * z / L)
                  for p in range(1, 81)])
F_conf = np.array([np.sum((modes @ (xi[:, 0] * xi[:, n]) * h)**2)
                   for n in range(5)])
assert np.allclose(F_conf, F_formula, rtol=1e-4)

# Golden-rule sum over explicitly counted in-plane states in a square box
side = 3000.0
idx = np.arange(-420, 421)
k_axis = 2 * np.pi * idx / side
E_plane = (HB2 / (2 * m_trans)
           * (k_axis[:, None]**2 + k_axis[None, :]**2)).ravel()
half_window = 0.005


def counted_rate(K):
    omega = phonon * qe / hbar
    coupling = (D_eV_cm * 100 * qe)**2 * hbar * (N_ph + 1) / (2 * rho * omega)
    total = 0.0
    for n in range(5):
        target = K - phonon - (E_num[n] - E_num[0])
        assert target + half_window < HB2 * k_axis[-1]**2 / (2 * m_trans)
        hits = np.count_nonzero(np.abs(E_plane - target) < half_window)
        density = hits / (2 * half_window * qe * (side * 1e-9)**2)
        total += density * F_q[n] * 1e9
    return 2 * np.pi / hbar * coupling * total


E1, E2, E3 = level(1), level(2), level(3)
open2, open3 = E2 - E1 + phonon, E3 - E1 + phonon
W11, W12 = channel_rate(1.5 / L), channel_rate(1 / L)
below, at_edge = counted_rate(open2 - 0.010), counted_rate(open2)
above, third = counted_rate(open2 + 0.010), counted_rate(open3 + 0.010)
assert abs(below / W11 - 1) < 0.01       # finite box: counting noise
assert abs(above / (W11 + W12) - 1) < 0.01
assert abs(above / below - 5 / 3) < 0.02
assert abs((at_edge - below) / (above - below) - 0.5) < 0.03
assert abs(third / below - 7 / 3) < 0.03
assert abs(counted_rate(open3 - 0.010) / above - 1) < 0.01

# Contrast: coupling squared proportional to 1/(Q^2+q^2), same well
k_start = np.sqrt(2 * m_trans * open2 / HB2)
k_final = np.sqrt(2 * m_trans * (E2 - E1) / HB2)
angles = 2 * np.pi * (np.arange(180) + 0.5) / 180
Q2 = k_start**2 + k_final**2 - 2 * k_start * k_final * np.cos(angles)
polar11 = np.mean([np.sum(strength[0] / (x + q**2)) for x in Q2])
polar12 = np.sum(strength[1] / (k_start**2 + q**2))
polar_jump = polar12 / polar11
assert polar_jump < 0.6


# Neglected effects: transverse field
def tilted_jump(field_MV_cm):
    _, step, _, f = well_states(L, m_long, field=field_MV_cm * 0.1)
    return (np.sum(f[:, 0]**2 * f[:, 1]**2) / np.sum(f[:, 0]**4))


assert abs(tilted_jump(0.0) - 2 / 3) < 1e-4
jump_low, jump_high = tilted_jump(0.05), tilted_jump(0.2)
assert abs(jump_high - 2 / 3) > abs(jump_low - 2 / 3)

# Finite barrier, rough oxide values
barrier, m_ox = 3.1, 0.5


def kappa(k):
    return np.sqrt(2 * m_ox * (barrier - HB2 * k**2 / (2 * m_long)) / HB2)


k_even = brentq(lambda k: k * np.sin(k * L / 2) / m_long
                - kappa(k) * np.cos(k * L / 2) / m_ox, 1e-6, np.pi / L)
k_odd = brentq(lambda k: k * np.cos(k * L / 2) / m_long
               + kappa(k) * np.sin(k * L / 2) / m_ox,
               np.pi / L, 2 * np.pi / L)
x = np.linspace(-L / 2 - 3, L / 2 + 3, 24001)
dx = x[1] - x[0]
outside = np.maximum(np.abs(x) - L / 2, 0)
clipped = np.clip(x, -L / 2, L / 2)
f1 = np.cos(k_even * clipped) * np.exp(-kappa(k_even) * outside)
f2 = np.sin(k_odd * clipped) * np.exp(-kappa(k_odd) * outside)
f1 /= np.sqrt(np.sum(f1**2) * dx)
f2 /= np.sqrt(np.sum(f2**2) * dx)
F11_fin = np.sum(f1**4) * dx
jump_fin = np.sum(f1**2 * f2**2) * dx / F11_fin
open2_fin = HB2 * (k_odd**2 - k_even**2) / (2 * m_long) + phonon

# Nonparabolicity: E(1+alpha E) = parabolic energy
alpha = 0.5
E1_np, E2_np = [(-1 + np.sqrt(1 + 4 * alpha * e)) / (2 * alpha)
                for e in (E1, E2)]
np_factor = 1 + 2 * alpha * E2_np
np_shift = (E2_np - E1_np) - (E2 - E1)

# Blocking with all electrons placed in the lowest twofold subband
sheet_cm2 = 1e12
dos = 2 * m_trans / (np.pi * HB2)        # two valleys, both spins
eta = np.log(np.expm1(sheet_cm2 * 1e-14 / (dos * kT)))
blocking = 1 / (1 + np.exp((E2 - E1) / kT - eta))

# Absorption and f-type emission just below the g-type threshold
F_abs = sum((1.5 if n == 1 else 1.0) / L for n in range(1, 12)
            if level(n) - E1 < open2 + phonon)
W_abs = channel_rate(F_abs) * N_ph / (N_ph + 1)
f_quantum, D_f = 0.047, 2e8
open_f = level(1, mass=m_trans) - E1 + f_quantum
W_f = 4 * channel_rate(1.5 / L, D_f, np.sqrt(m_long * m_trans), f_quantum)
assert open_f < open2
jump_total = W12 / (W11 + W_abs + W_f)

# Threshold smearing and required wave-vector range
broadening = hbar * (W11 + W12) / qe
lattice = const.physical_constants['lattice parameter of silicon'][0] * 1e9
thin = L - lattice / 4
layer_shift = level(2, thin) - level(1, thin) - (E2 - E1)
order = np.argsort(np.abs(q))
cumulative = np.cumsum(strength[1][order]) / np.sum(strength[1])
q99 = np.abs(q[order])[np.searchsorted(cumulative, 0.99)]

print(f"Film width L: {L:.1f} nm")
print(f"Confinement mass: {m_long:.2f} m0; in-plane mass: {m_trans:.2f} m0")
print(f"g-type phonon energy: {phonon*1e3:.0f} meV")
print(f"g-type coupling D: {D_eV_cm:.2e} eV/cm")
print(f"Mass density: {rho:.0f} kg/m3; temperature: 300 K")
print(f"Phonon number N: {N_ph:.4f}; kT: {kT*1e3:.2f} meV")
print(f"E1, E2, E3: {E1*1e3:.2f}, {E2*1e3:.2f}, {E3*1e3:.2f} meV")
print(f"E2-E1: {(E2-E1)*1e3:.2f} meV")
print(f"Subband 2 opens at K: {open2*1e3:.2f} meV")
print(f"Subband 3 opens at K: {open3*1e3:.2f} meV")
print(f"F11, F12 from q quadrature: {F_q[0]:.5f}, {F_q[1]:.5f} 1/nm")
print(f"F11, F12 from confined modes: {F_conf[0]:.5f}, {F_conf[1]:.5f} 1/nm")
print(f"W11 and W12, closed formula: {W11*1e-12:.3f}, {W12*1e-12:.3f} 1/ps")
print(f"W11+W12, closed formula: {(W11+W12)*1e-12:.3f} 1/ps")
print(f"Counted rate 10 meV below opening: {below*1e-12:.3f} 1/ps")
print(f"Counted rate 10 meV above opening: {above*1e-12:.3f} 1/ps")
print(f"Relative increase, counted states: {above/below-1:.4f}")
print(f"Rate ratio with three subbands open, counted: {third/below:.4f}")
print(f"Relative increase for 1/q^2 coupling: {polar_jump:.3f}")
print(f"Relative increase at 0.05 MV/cm: {jump_low:.4f}")
print(f"Relative increase at 0.2 MV/cm: {jump_high:.4f}")
print(f"Oxide barrier: {barrier:.1f} eV; oxide mass: {m_ox:.1f} m0")
print(f"Relative increase with finite barrier: {jump_fin:.4f}")
print(f"F11 finite/infinite barrier: {F11_fin*L/1.5:.4f}")
print(f"Subband 2 opening with finite barrier: {open2_fin*1e3:.2f} meV")
print(f"Nonparabolicity alpha: {alpha:.1f} 1/eV")
print(f"Nonparabolic factor common to both channels: {np_factor:.4f}")
print(f"Nonparabolic threshold shift: {np_shift*1e3:.2f} meV")
print(f"Sheet density for blocking estimate: {sheet_cm2:.1e} 1/cm2")
print(f"Final-state occupation at threshold: {blocking:.4f}")
print(f"g-type absorption rate at threshold: {W_abs*1e-12:.3f} 1/ps")
print(f"f-type phonon: {f_quantum*1e3:.0f} meV; coupling: {D_f:.1e} eV/cm")
print(f"f-type emission opens at K: {open_f*1e3:.2f} meV")
print(f"f-type emission rate, four valleys: {W_f*1e-12:.3f} 1/ps")
print(f"Relative step with absorption and f-type: {jump_total:.3f}")
print(f"Lifetime broadening hbar*(W11+W12): {broadening*1e3:.2f} meV")
print(f"Threshold shift, film thinner by a/4: {layer_shift*1e3:.2f} meV")
print(f"q range holding 99% of F12: +/-{q99:.2f} 1/nm")
print(f"Silicon 2*pi/a for comparison: {2*np.pi/lattice:.2f} 1/nm")
print(f"Boltzmann factor at K = opening: {np.exp(-open2/kT):.4f}")
print("all good")
```

Running it gives:

```
Film width L: 6.0 nm
Confinement mass: 0.92 m0; in-plane mass: 0.19 m0
g-type phonon energy: 62 meV
g-type coupling D: 1.10e+09 eV/cm
Mass density: 2330 kg/m3; temperature: 300 K
Phonon number N: 0.1000; kT: 25.85 meV
E1, E2, E3: 11.35, 45.41, 102.18 meV
E2-E1: 34.06 meV
Subband 2 opens at K: 96.06 meV
Subband 3 opens at K: 152.83 meV
F11, F12 from q quadrature: 0.25000, 0.16667 1/nm
F11, F12 from confined modes: 0.25000, 0.16667 1/nm
W11 and W12, closed formula: 3.028, 2.019 1/ps
W11+W12, closed formula: 5.047 1/ps
Counted rate 10 meV below opening: 3.027 1/ps
Counted rate 10 meV above opening: 5.045 1/ps
Relative increase, counted states: 0.6669
Rate ratio with three subbands open, counted: 2.3348
Relative increase for 1/q^2 coupling: 0.269
Relative increase at 0.05 MV/cm: 0.6332
Relative increase at 0.2 MV/cm: 0.4482
Oxide barrier: 3.1 eV; oxide mass: 0.5 m0
Relative increase with finite barrier: 0.6665
F11 finite/infinite barrier: 0.9722
Subband 2 opening with finite barrier: 94.20 meV
Nonparabolicity alpha: 0.5 1/eV
Nonparabolic factor common to both channels: 1.0444
Nonparabolic threshold shift: -0.92 meV
Sheet density for blocking estimate: 1.0e+12 1/cm2
Final-state occupation at threshold: 0.0688
g-type absorption rate at threshold: 0.642 1/ps
f-type phonon: 47 meV; coupling: 2.0e+08 eV/cm
f-type emission opens at K: 90.62 meV
f-type emission rate, four valleys: 1.262 1/ps
Relative step with absorption and f-type: 0.409
Lifetime broadening hbar*(W11+W12): 3.32 meV
Threshold shift, film thinner by a/4: 1.60 meV
q range holding 99% of F12: +/-2.12 1/nm
Silicon 2*pi/a for comparison: 11.57 1/nm
Boltzmann factor at K = opening: 0.0243
all good
```
